# Carrier Lifetime from the Open-Circuit Voltage Decay of a PiN Diode

## The problem

A silicon PiN diode at 300 K carries a forward current of 10 A/cm² and is then disconnected. After a short settling time its terminal voltage falls by 52 mV per microsecond. The lightly doped middle region, the base, is n-type with donor density \(N_D=10^{14}\) cm⁻³ and width \(W=60\) µm. It lies between a p⁺ and an n⁺ emitter.

1. What is the carrier lifetime \(\tau\), if the base is in high-level injection?
2. Why does the relation between slope and lifetime differ by a factor of two in low-level injection?
3. During which part of the decay may the slope be read?

The excess density \(\Delta\) is the density of electrons, and equally of holes, above equilibrium. High injection means \(\Delta\gg N_D\). Low injection means \(p_0\ll\Delta\ll N_D\), where \(p_0\) is the equilibrium hole density. The lifetime is defined by \(d\Delta/dt=-\Delta/\tau\). The temperature is constant, and the intrinsic density is taken as \(n_i=10^{10}\) cm⁻³.

## First estimate by scaling

No current flows, so the stored carriers disappear by recombination, and their density falls by a factor \(e\) in a time \(\tau\). Junction voltages depend logarithmically on density, on the scale of the thermal voltage
\[
V_T=\frac{kT}{q}=25.85\ \text{mV}.
\]
Hence the voltage falls by something like \(V_T\) per lifetime:
\[
\left|\frac{dV}{dt}\right|\sim\frac{V_T}{\tau},\qquad
\tau\sim\frac{25.85\ \text{mV}}{52\ \text{mV/µs}}\approx0.5\ \text{µs}.
\]
Scaling cannot supply the numerical factor in front of \(V_T/\tau\), and that factor is what the second question asks about.

## Exact solution for a uniform base

**Voltage and densities.** Let \(\psi\) be the electrostatic potential, and let \(\varphi_n,\varphi_p\) be the quasi-Fermi potentials. With Boltzmann statistics,
\[
n=n_i e^{(\psi-\varphi_n)/V_T},\qquad p=n_i e^{(\varphi_p-\psi)/V_T}.
\]
Multiplication removes \(\psi\):
\[
np=n_i^2e^{(\varphi_p-\varphi_n)/V_T}.
\]
Each carrier current is proportional to the gradient of its quasi-Fermi potential. In a uniform base the carriers recombine where they are, and if the emitters absorb no minority carriers, both currents vanish. Both quasi-Fermi potentials are then flat. The p⁺ contact measures \(\varphi_p\) and the n⁺ contact measures \(\varphi_n\), so
\[
V=\varphi_p-\varphi_n=V_T\ln\frac{np}{n_i^2}.
\]

**Slope at any injection level.** Neutrality requires \(n-p=N_D\) during the decay and \(n_0-p_0=N_D\) in equilibrium. Subtraction gives \(n-n_0=p-p_0=\Delta\), so \(n\) and \(p\) change at the same rate \(d\Delta/dt\). Therefore
\[
\frac{dV}{dt}=V_T\left(\frac1n\frac{dn}{dt}+\frac1p\frac{dp}{dt}\right)
=V_T\left(\frac1n+\frac1p\right)\frac{d\Delta}{dt}.
\]
Inserting \(d\Delta/dt=-\Delta/\tau\) gives
\[
\left|\frac{dV}{dt}\right|=m\,\frac{V_T}{\tau},\qquad
m=\frac{\Delta}{n_0+\Delta}+\frac{\Delta}{p_0+\Delta}.
\]

Three limits follow.

- In high injection both fractions tend to 1, so \(m\to2\).
- In low injection the first fraction is about \(\Delta/N_D\ll1\) and the second is close to 1, so \(m\to1\).
- For \(\Delta\ll p_0\), \(m\approx\Delta/p_0\to0\): the voltage is then proportional to \(\Delta\), and in this model the straight decay ends in an exponential tail. In a real diode the straight part ends much earlier: here junction capacitance dominates by \(\Delta\approx10^{-3}N_D\), far above \(p_0=10^{-8}N_D\) (see the last section).

**The lifetime.** With \(m=2\),
\[
\tau=\frac{2V_T}{|dV/dt|}=\frac{2\times25.852\ \text{mV}}{52\ \text{mV/µs}}
=0.994\ \text{µs}=9.94\times10^{-7}\ \text{s}.
\]
A slope read to the nearest 1 mV/µs lies between 51.5 and 52.5 mV/µs, which allows 1.004 to 0.985 µs.

**Where the factor of two comes from.** Take \(\varphi_n=0\). Then \(n=n_ie^{\psi/V_T}\) in the base, and a small change of density shifts the base potential by \(d\psi=V_T\,d\Delta/n\). The potential inside the n⁺ emitter stays fixed, because donors fix its electron density. The n⁺ junction therefore takes up \(d\psi\), a share
\[
\frac{d\psi}{dV}=\frac{1/n}{1/n+1/p}=\frac{p}{n+p}
\]
of the voltage change. The p⁺ junction takes the rest, \(n/(n+p)\).

In high injection the electron and hole densities both fall by a factor \(e\) per lifetime, and each junction loses \(V_T\). In low injection the donors hold the electron density near \(N_D\). The n⁺ junction voltage then hardly moves, and the p⁺ junction alone loses \(V_T\).

Solving the neutrality condition numerically in base and emitters, with \(\tau\) held at 0.994 µs, gives:

| \(\Delta/N_D\) | \(V\) (V) | slope (mV/µs) | p⁺ share | n⁺ share |
|---|---|---|---|---|
| 100 | 0.715 | 51.7 | 0.502 | 0.498 |
| 10 | 0.598 | 49.6 | 0.524 | 0.476 |
| 1 | 0.494 | 39.0 | 0.667 | 0.333 |
| 0.01 | 0.357 | 26.3 | 0.990 | 0.010 |

## Comparison of the two

The scaling estimate has the right dependence on temperature, slope and lifetime, but its 0.5 µs is half the high-injection result. It treated the diode as having one responding junction, whereas the plasma drives two. For a uniform base in low injection the same estimate would be correct: a slope of 52 mV/µs would then mean \(\tau=0.497\) µs, before the correction for junction capacitance given in the last section.

## When the lifetime itself changes with injection

The factor of two compares the regimes at equal \(\tau\). It does not guarantee a visible kink in a measured trace. Consider Shockley-Read-Hall recombination through a midgap level, with electron and hole capture lifetimes \(\tau_n\) and \(\tau_p\). The net rate is
\[
U=\frac{np-n_i^2}{\tau_p(n+n_i)+\tau_n(p+n_i)}.
\]
Since \(n_i^2=n_0p_0\), the numerator is \(\Delta(n_0+p_0+\Delta)\). In high injection it is about \(\Delta^2\) and the denominator is about \((\tau_n+\tau_p)\Delta\), so \(\tau=\Delta/U=\tau_n+\tau_p\). In low injection the numerator is about \(N_D\Delta\) and the denominator about \(\tau_pN_D\), so \(\tau=\tau_p\).

The slope follows from \(d\Delta/dt=-U\) and \(1/n+1/p=(n+p)/(np)\). For \(np\gg n_i^2\) and \(n+p\gg n_i\), the product \(np\) cancels:
\[
\left|\frac{dV}{dt}\right|\approx V_T\,\frac{n+p}{\tau_pn+\tau_np}.
\]
If \(\tau_n=\tau_p\), the densities cancel as well and the slope is \(V_T/\tau_p\) in both regimes. The lifetime halves on the way down, which offsets the loss of one responding junction.

Integrating the decay with the full rate confirms this. For \(\tau_n=\tau_p=0.497\) µs the slope is 52.0 mV/µs at \(\Delta/N_D=100\), 1 and 0.01. With the same sum but \(\tau_n=0.696\) µs and \(\tau_p=0.298\) µs, the slopes are 52.1, 60.0 and 85.5 mV/µs: the trace becomes steeper. For this type of centre, the 0.994 µs found above is the sum \(\tau_n+\tau_p\). The charge on the centres is neglected, which requires their density to be small against \(N_D\). Lifetimes this short need about \(10^{13}\) to \(10^{14}\) centres per cm³ for capture cross-sections near \(10^{-14}\) to \(10^{-15}\) cm². The excess electron and hole densities then differ in low injection, but the slopes move little: with \(10^{14}\) acceptor-like centres per cm³ at the same net doping, the second set becomes 52.2, 61.5 and 81.7 mV/µs.

## When the slope may be read

**The start of the window.** While current flows, the plasma is not uniform. In high injection, with \(p\approx n\) and electric field \(E\), the currents are
\[
\frac{J_n}{q}=\mu_nnE+D_n\frac{\partial n}{\partial x},\qquad
\frac{J_p}{q}=\mu_pnE-D_p\frac{\partial n}{\partial x},
\]
and continuity reads
\[
\frac{\partial n}{\partial t}+\frac n\tau=\frac1q\frac{\partial J_n}{\partial x}=-\frac1q\frac{\partial J_p}{\partial x}.
\]
Multiply the electron form by \(\mu_p\) and the hole form by \(\mu_n\), then add. The field terms cancel. With \(D_{n,p}=V_T\mu_{n,p}\),
\[
\frac{\partial n}{\partial t}=D_a\frac{\partial^2n}{\partial x^2}-\frac n\tau,\qquad
D_a=\frac{2V_T\mu_n\mu_p}{\mu_n+\mu_p}.
\]
The rough mobilities 1300 and 450 cm²/Vs give \(D_a=17.3\) cm²/s.

Let the p⁺ junction be at \(x=0\) and the n⁺ junction at \(x=W\). Ideal emitters pass no minority current, and at open circuit the total current is zero, so both currents vanish at both ends. There \(E=-V_T n'/n\) from the electrons and \(E=+V_Tn'/n\) from the holes, which requires \(n'=0\). The modes are therefore \(\cos(j\pi x/W)\), with decay rates \(1/\tau+j^2\pi^2D_a/W^2\). Relative to the mean density, the slowest non-uniform mode falls by a factor \(e\) in
\[
t_1=\frac{W^2}{\pi^2D_a}=\frac{(6\times10^{-3}\ \text{cm})^2}{\pi^2\times17.28\ \text{cm}^2/\text{s}}=0.21\ \text{µs}.
\]

The terminal voltage now contains the potential difference across the base. Setting \(J_n+J_p=0\) gives
\[
E=-V_TB\,\frac{n'}{n},\qquad B=\frac{\mu_n-\mu_p}{\mu_n+\mu_p}=0.49.
\]
Using \(V=\varphi_p(0)-\varphi_n(W)\) and \(\psi(0)-\psi(W)=\int_0^WE\,dx\),
\[
V=V_T\ln\frac{n(0)n(W)}{n_i^2}-V_TB\ln\frac{n(W)}{n(0)}.
\]
The last term is the Dember voltage.

The initial profile follows from the on-state. At the p⁺ end \(J_n=0\) gives \(E=-V_Tn'/n\), so \(J=J_p=-2qD_pn'\). At the n⁺ end \(J_p=0\) similarly gives \(J=J_n=2qD_nn'\). The steady solution has \(1.43\times10^{16}\) cm⁻³ at the p⁺ end, a minimum of \(0.91\times10^{16}\), and \(0.98\times10^{16}\) at the n⁺ end. At switch-off both ends begin to lose carriers to the middle as well as to recombination, so the voltage first falls too fast. The n⁺ end, which starts below the mean density, soon gains carriers instead. The p⁺ end goes on losing them, and it counts for more, because the voltage formula contains \((1+B)\ln n(0)+(1-B)\ln n(W)\). The slope therefore stays too high until the plasma is nearly uniform. Applying \(2V_T/|dV/dt|\) to the computed decay gives:

| time (µs) | slope (mV/µs) | apparent \(\tau\) (µs) |
|---|---|---|
| 0.05 | 102.7 | 0.504 |
| 0.20 | 61.0 | 0.848 |
| 0.50 | 53.8 | 0.960 |
| 1.00 | 52.2 | 0.991 |
| 2.00 | 52.0 | 0.994 |

Here the slope is reliable to better than 1% from about 1 µs, roughly five times \(t_1\), as far as uniformity is concerned.

**The end of the window.** With ideal emitters the on-state current feeds base recombination alone, so \(J=qW\bar n/\tau\), and the initial mean density is
\[
\bar n=\frac{J\tau}{qW}=1.03\times10^{16}\ \text{cm}^{-3}.
\]
This is about 100 times the doping. The excess reaches \(10N_D\) after \(\tau\ln[\bar n/(10N_D)]=2.3\) µs. At that point \(m=1.91\), and a slope of 52 mV/µs read there would imply \(\tau=1.91\times25.85/52=0.95\) µs instead of 0.99 µs. The useful window thus runs from about 1 to 2.3 µs, and for constant \(\tau\) the doping correction within it remains below 5%. For the midgap centre above, the size and sign depend on the capture lifetimes: at \(\Delta=10N_D\), \(2V_T/|dV/dt|\) equals \(\tau_n+\tau_p\) if \(\tau_n=\tau_p\), lies about 5% above it if \(\tau_n\ll\tau_p\), and about 5% below it if \(\tau_n\gg\tau_p\).

## The model beside a real diode

The width, doping and mobilities are rough values in the regime of a fast silicon diode of the 600 V class, for which a lifetime of order 1 µs or less is plausible. The test current is deliberately low. At ten times this current the assumption of ideal emitters is no longer good. If each emitter absorbs a carrier flux \(hn^2\), a nearly uniform plasma gains the loss rate \(2hn/W\), and the slope rises by the fraction \(2hn\tau/W\). For a rough \(h=10^{-14}\) cm⁴/s this is 2.1% at 0.5 µs in the example; a diffusion calculation started from a uniform plasma gives 1.7%. At \(n=10^{17}\) cm⁻³ the estimate is 33%. It runs high: a diffusion calculation of a plasma decaying through this mean density gives about 23%. At 100 A/cm² the emitters hold the initial mean density to \(7.6\times10^{16}\) cm⁻³, and \(2V_T/|dV/dt|\) returns 0.88 of the base lifetime at 0.5 µs and 0.94 at 1 µs. These two figures leave out the narrowing of the gap by the plasma discussed below, which at these densities lowers the slope by 5 to 6% and brings them to about 0.94 and 0.99.

Temperature matters as much. If the junction were at 398 K while showing the same 52 mV/µs, the lifetime would be 1.32 µs, because \(\tau\) is proportional to \(T\) at fixed slope.

In low injection, junction capacitance releases charge as the voltage falls and so slows the decay. At the initial density the junction layers change the stored charge response by only about 0.1%. At \(\Delta=0.01N_D\) the depletion formula with the full barrier gives a ratio of 12% to the storage capacitance of the plasma, but this is too low: holes spilling from the p⁺ emitter take up most of the barrier, and the layer depleted of electrons is only about 0.6 times as wide. Solving Poisson's equation at the junctions gives 21%. Recombination in the layer depends on the centre: it adds about 3% for \(\tau_n=\tau_p\), 12% for \(\tau_n=0.1\tau_p\), and removes about 1% for \(\tau_n=10\tau_p\). For \(\tau_n=\tau_p=0.994\) µs the slope falls from 26.3 to about 22 mV/µs, so a low-injection reading needs this correction. At \(\Delta=10^{-3}N_D\) the ratio is about 180% and the slope no longer measures the lifetime directly. Auger recombination and carrier degeneracy each change the initial slope by less than 0.02% for the rough coefficients used. Narrowing of the gap by the plasma itself is also neglected and is larger: a Debye-Hückel estimate gives about 4 meV at the initial density, which lowers the slope by about 4% there and by 1 to 3% within the window, in the same direction as the doping correction at constant \(\tau\). With doping, emitters and gap narrowing together, at constant \(\tau\), \(2V_T/|dV/dt|\) exceeds the base lifetime by about 2% at 1 µs and 6% at 2.3 µs, so the result 0.994 µs is good to a few per cent only. The ohmic voltage of the base, 21 mV, disappears as a step at switch-off and does not enter the later slope.

## Numbers as computed

```
Temperature: 300 K; thermal voltage kT/q: 25.852 mV
Observed slope: 52.0 mV/us
Lifetime, high-injection formula: 0.9943 us = 9.943e-07 s
Lifetime, low-injection formula: 0.4972 us
Lifetime for slopes 52.5 and 51.5 mV/us: 0.985 and 1.004 us
Base width 60 um, doping 1.0e+14 cm^-3, ni 1.0e+10 cm^-3
Emitter dopings: 1.0e+19 and 1.0e+19 cm^-3
Mobilities: 1300 and 450 cm2/Vs
Equilibrium hole density in base: 1.00e+06 cm^-3
Excess/doping, V (V), m, slope (mV/us), p+ and n+ junction shares:
   1.0e+02 0.7146 1.9901  51.74 0.502 0.498
   1.0e+01 0.5977 1.9091  49.64 0.524 0.476
   1.0e+00 0.4941 1.5000  39.00 0.667 0.333
   1.0e-01 0.4191 1.0909  28.36 0.917 0.083
   1.0e-02 0.3574 1.0099  26.26 0.990 0.010
   1.0e-09 0.0025 0.0909   2.36 1.000 0.000
SRH slopes (mV/us) at excess/doping = 100, 1, 0.01:
  tau_n 0.497 us, tau_p 0.497 us: 52.00, 52.00, 51.99
  tau_n 0.696 us, tau_p 0.298 us: 52.10, 60.00, 85.52
Test current density: 10 A/cm2; mean plasma: 1.034e+16 cm^-3
On-state density at p+ end, minimum, n+ end: 1.43e+16, 9.05e+15, 9.82e+15 cm^-3
Ambipolar diffusion coefficient: 17.28 cm2/s
Slowest profile mode, formula and simulation: 0.211 and 0.211 us
Diffusion run: time (us), slope (mV/us), inferred lifetime (us):
  0.05 102.69 0.504
  0.20 60.96 0.848
  0.50 53.84 0.960
  1.00 52.18 0.991
  2.00 52.00 0.994
Initial voltage of uniform plasma: 0.7163 V
Time until excess = 10 x doping: 2.32 us
Voltage at 0.5 and 1.5 us: 0.6905 and 0.6392 V
Drop in that 1 us: 51.30 mV; simple formula then gives 1.008 us
Emitter coefficient, each side: 1.0e-14 cm^4/s
Emitter effect on slope at 0.5 us, estimate and simulation: 2.05 and 1.68 %
Same estimate at plasma density 1e17 cm^-3: 33 %
Auger rate relative to 1/tau: 0.0043 %
Junction/storage capacitance, high injection: 0.13 %
Same ratio at excess = 0.01 x doping: 12.0 %
Degeneracy effect on slope, at most: 0.018 %
Ohmic step of base at switch-off: 21.1 mV
Lifetime if junction is at 398 K: 1.320 us
```
